The Ising wall of a quartic Landau ferroelectric

**A number to explain**

Take a ferroelectric with round model parameters, and let the polarization reverse from −0.5 to +0.5 C/m² across a flat wall. The wall of lowest energy costs 33.33 mJ/m². Of this, 16.67 mJ/m² comes from the polarization gradient, and 16.67 mJ/m² from the material inside the wall having the wrong polarization magnitude. These are different physical costs with different coefficients, yet they are equal. Why?

**The energy being shared**

Let x be the distance along the wall normal and let the polarization point along z, in the wall plane:

P = P(x) ẑ.

This is an Ising wall: one component changes sign by passing through zero. The bound charge density is −∇·P = −∂P(x)/∂z = 0, so the wall is neutral. With no free charge and no applied field, zero electric field satisfies the electrostatic equations, and no depolarization energy is added. The surfaces where the domains end along z are taken to be far away or compensated.

The free-energy density is

f = (a/2)P² + (b/4)P⁴ + (g/2)(dP/dx)², with a < 0, b > 0, g > 0.

This is a mean-field continuum model. Strain coupling, flexoelectricity, free carriers and lattice pinning are left out. The parameters, assigned to no material, are

a = −2×10⁸ J m/C²
b = 8×10⁸ J m⁵/C⁴
g = 10⁻¹⁰ J m³/C².

Far from the wall P is uniform and minimizes the first two terms. Their derivative vanishes when

aP + bP³ = P(a + bP²) = 0,

so P = 0 or P = ±P0, with

P0 = √(|a|/b) = √(2×10⁸ / 8×10⁸) = 0.5 C/m².

The second derivative a + 3bP² equals −|a| at P = 0, a maximum, and −|a| + 3|a| = 2|a| at ±P0, which are minima. The energy density there is

−|a|P0²/2 + bP0⁴/4 = −a²/(2b) + a²/(4b) = −a²/(4b).

A wall energy is an excess over the uniform domains, so this constant must be subtracted. Using a = −bP0²,

W(P) = (a/2)P² + (b/4)P⁴ + a²/(4b)
= (b/4)(P⁴ − 2P0²P² + P0⁴)
= (b/4)(P0² − P²)².

The barrier between the two domain states is W(0) = a²/(4b) = 1.25×10⁷ J/m³. The wall energy per area is

σ[P] = ∫ [(g/2)P′² + W(P)] dx,

where the prime on P means d/dx, the integral runs over all x, and P goes from −P0 at x → −∞ to +P0 at x → +∞.

**Simplest case: a straight ramp**

Let P = P0x/d for |x| < d, and P = ±P0 outside. The half-width d is the one free parameter. The slope is P0/d over a length 2d, so the gradient energy is

(g/2)(P0/d)² · 2d = gP0²/d.

For the local energy put u = x/d:

(b/4)P0⁴ d ∫₋₁¹ (1 − u²)² du = (b/4)P0⁴ d (2 − 4/3 + 2/5) = (4/15) bP0⁴ d.

The two limits show the competition. As d → 0 the gradient term diverges; as d → ∞ the local term does. In between, the derivative with respect to d vanishes:

−gP0²/d² + (4/15) bP0⁴ = 0.

Multiplied by d, this says that the two energies are equal. With bP0² = |a| it gives

d = √(15g/(4|a|)) = √(1.875×10⁻¹⁸ m²) = 1.37 nm,

and the energy is twice the gradient part:

2gP0²/d = 2 × 10⁻¹⁰ × 0.25 / (1.369×10⁻⁹) = 0.0365 J/m² = 36.5 mJ/m².

So the equal split already appears for a crude shape. It cannot depend on the details of the best profile.

**Any shape: stretching the wall**

Take any profile P(x) with finite gradient energy G and finite local energy V, and stretch it by a factor λ > 0 to P(x/λ). The slope falls by 1/λ, its square by 1/λ², and the region over which it acts grows by λ. The local energy density is unchanged at corresponding points, but the region again grows by λ. Therefore

σ(λ) = G/λ + λV.

If the original profile has the lowest energy, stretching cannot lower it, so the derivative at λ = 1 vanishes:

−G + V = 0.

This answers the opening question. The halves are equal because a wall can choose its own thickness, and the two costs respond oppositely to that choice. The argument did not use the quartic form of W. It does use the freedom to stretch: a wall squeezed between plates that fix P at finite distances need not obey it.

Stretching fixes the thickness of a given shape. The shape itself is still open.

**Free shape: the Euler–Lagrange equation**

Replace P by P + εη, where η(x) is smooth and vanishes outside a finite interval, so the end values stay fixed. At a minimum the term linear in ε must vanish:

∫ [gP′η′ + (dW/dP)η] dx = 0.

Integrate the first term by parts. The boundary term gP′η is zero because η is zero there, so

∫ [−gP″ + dW/dP] η dx = 0.

This holds for every such η, so the bracket vanishes at every x. With dW/dP = aP + bP³,

gP″ = aP + bP³.

One limit can be read off before solving. Deep in the right-hand domain write P = P0 − p with p small. To first order in p,

−gp″ = (aP0 + bP0³) − (a + 3bP0²)p = −2|a|p,

because the first bracket is zero and the second is 2|a|. Hence p″ = p/ξ², with

ξ = √(g/(2|a|)) = √(10⁻¹⁰ / 4×10⁸) m = 0.5 nm.

The solution that returns to the domain value decays as exp(−x/ξ). The full profile must reproduce this length.

**One integration, and why its constant is zero**

Multiply the equation by P′. The left side is gP″P′ = d/dx[(g/2)P′²], and the right side is (dW/dP)P′ = dW/dx. Thus

(g/2)P′² − W(P) = C,

with C the same at every x. Far from the wall P → ±P0 and W → 0, so P′² → 2C/g. A negative C is impossible, since a square cannot be negative. A positive C would make |P′| approach a nonzero constant, and P would then grow without limit instead of settling at P0. Therefore C = 0.

The constant can be tested by starting at the wall centre, P = 0, and varying the slope. For C = 0 the central slope is

s = √(2W(0)/g) = √(2.5×10⁷ / 10⁻¹⁰) = 5×10⁸ C/m³,

or 0.5 C/m² per nm. If the slope is ks instead, then C = (k² − 1)W(0).

For k = 0.98, C is negative. The slope reaches zero where W(P) = (1 − k²)W(0), that is, where

(1 − P²/P0²)² = 1 − 0.9604 = 0.0396,
P²/P0² = 1 − 0.199 = 0.801,
P = 0.895 P0.

Numerical integration of the second-order equation turns back at this value, short of the domain.

For k = 1.02, C is positive, so P′ cannot vanish. The solution passes through P0, and beyond it aP + bP³ is positive, so the slope increases. The integration reaches 2P0 at x = 3.12 nm. An error of 2 percent in the slope, in either direction, destroys the wall.

**From the first integral to the profile**

With C = 0,

P′² = (2/g)W = (b/2g)(P0² − P²)².

A sign must be chosen before the root is taken. Suppose P reached P0 at some finite x. Then P′ = 0 there as well. The constant solution P = P0 has the same value and slope at that point, and the second-order equation, whose right side is a polynomial in P, has one solution for given value and slope. The profile would be constant, which contradicts its other end. The same holds for −P0. Since P must pass through zero on its way from one domain to the other, it stays strictly between −P0 and P0. Then P′ is nowhere zero and keeps one sign, which is positive for the chosen ends:

P′ = √(b/2g) (P0² − P²).

Separate the variables, using the partial fractions

1/(P0² − P²) = (1/2P0) [1/(P0 − P) + 1/(P0 + P)].

Let x0 be the point where P = 0. Integrating from there gives

(1/2P0) ln[(P0 + P)/(P0 − P)] = √(b/2g) (x − x0).

Multiply by 2P0 and define the length w by 1/w = P0√(b/2g). Since bP0² = |a|,

w = √(2g/(bP0²)) = √(2g/|a|),

ln[(P0 + P)/(P0 − P)] = 2(x − x0)/w.

Call the exponential of the right side E. Then P0 + P = E(P0 − P), so P(1 + E) = P0(E − 1), and

P = P0 (E − 1)/(E + 1) = P0 tanh[(x − x0)/w].

Substitution confirms the signs. Write t for the hyperbolic tangent, whose derivative is (1 − t²)/w. Then P″ = −2P0t(1 − t²)/w², and with 2g/w² = |a|,

gP″ = −|a|P0t + |a|P0t³ = aP + bP³,

where the last step uses bP0³ = |a|P0.

The position x0 is free, because nothing in this model distinguishes one place from another. A crystal lattice would do so, but that effect has been left out. The reversed wall, from +P0 to −P0, is the mirror image and has the same energy.

**Reading the profile**

For the chosen parameters w = √(2×10⁻¹⁰ / 2×10⁸) m = 1.00 nm. With x0 = 0 the polarization is

x = 0.5 nm: 0.231 C/m²
x = 1 nm: 0.381 C/m²
x = 2 nm: 0.482 C/m²
x = 3 nm: 0.4975 C/m².

At distance w the polarization has reached 76 percent of P0, so w is a half-width in a loose sense. A quoted "wall width" may mean w or 2w, here 1 or 2 nm, and the convention must be stated.

In the tail, P0 − P = 2P0/(E + 1) ≈ 2P0 exp(−2x/w). The decay length is w/2 = 0.5 nm, which agrees with ξ from the linearized equation.

An independent check minimizes the energy on a mesh, starting from a clipped ramp, without using the differential equation or its solution. On a mesh of step h = 0.05 nm the relaxed profile differs from the tanh by at most 1.4×10⁻⁴ of P0. Its decay length, measured between 3 and 5 nm, is 0.5005 nm instead of 0.5000 nm. Two small effects account for this:

1. The deficit is 2P0/(E + 1), not 2P0/E. Over this interval its logarithm changes by 4 − e⁻⁶ + e⁻¹⁰ ≈ 3.9976 instead of 4, which lengthens the measured value by 0.06 percent.
2. On the mesh, a tail exp(−κx) obeys 2(cosh κh − 1) = h²/ξ². Expanding to the next order gives κ ≈ (1/ξ)(1 − h²/(24ξ²)), which lengthens it by another 0.04 percent.

Together they give the observed 0.1 percent.

**The surface energy**

C = 0 says more than the stretching argument did. The gradient and local energy densities are equal at every x, not merely in total. The integrand of σ is therefore gP′². Since P rises steadily, P can replace x as the integration variable:

σ = ∫ gP′² dx = g ∫ P′ dP = g√(b/2g) ∫ (P0² − P²) dP.

The limits are −P0 and P0, so the last integral is 2P0³ − 2P0³/3 = 4P0³/3. Also g√(b/2g)P0 = g/w, hence

σ = 4gP0²/(3w).

Inserting P0² = |a|/b and 1/w = √(|a|/(2g)) gives

σ = [4/(3√2)] √g |a|^(3/2)/b = (2√2/3) √g |a|^(3/2)/b.

The numbers are

σ = 4 × 10⁻¹⁰ × 0.25 / (3 × 10⁻⁹) = 0.0333 J/m² = 33.3 mJ/m²,

or 0.208 eV/nm². Quadrature of the two energy terms gives 16.67 mJ/m² for each. The mesh minimization gives 33.331 mJ/m² at step 0.05 nm. Combining it with a mesh of twice the step, so that the error proportional to h² cancels, gives 33.333 mJ/m².

There is a useful way to read this result. From g = |a|w²/2 and W(0) = |a|P0²/4 it follows that gP0²/w = 2W(0)w, so

σ = (8/3) W(0) w.

The wall costs as much as a layer of thickness 8w/3 held at the top of the barrier. Half of that cost is gradient energy.

The straight ramp can now be judged. Its half-width satisfies d² = 15w²/8, so its energy is 2gP0²/d = 2√(8/15) gP0²/w. Divided by σ this is

(3/2)√(8/15) = √(6/5) = 1.095.

For every choice of a, b and g in this model, the best ramp costs 9.5 percent more than the tanh wall. The energy depends weakly on the shape near the optimum, so a good energy alone does not certify a good profile.

**Is it really the minimum?**

The Euler–Lagrange equation finds stationary profiles. To show that this one is lowest, complete the square in σ[P] before assuming any equation for P:

(g/2)P′² + (b/4)(P0² − P²)²
= [√(g/2) P′ − √(b/4)(P0² − P²)]² + √(gb/2)(P0² − P²)P′.

The last term is the cross term with its sign reversed: 2√(g/2)√(b/4) = √(gb/2). It is also a total derivative, that of √(gb/2)(P0²P − P³/3). Its integral depends on the end values alone and equals √(gb/2) · 4P0³/3, which is the σ already found. Hence

σ[P] = σ + ∫ [√(g/2) P′ − √(b/4)(P0² − P²)]² dx ≥ σ.

Equality requires the square to vanish everywhere. That is the first-order equation solved above, so the minimum is reached by the tanh wall, at any x0. The argument also covers profiles that wiggle or exceed P0, because P0² − P² was allowed to have either sign.

Two trial walls test this identity. The profile P0 erf(x/1.5 nm) resembles the tanh and costs 34.3 mJ/m², about 3 percent above the minimum. A wall that overshoots P0 before settling,

P = P0 [erf(X) + 0.5 X exp(−X²/4)], with X = x/(1 nm),

costs 82.2 mJ/m². In both cases the excess over σ matches the integral of the square to within 10⁻⁷ of σ.

The minimum is over profiles P(x) with one component. If the polarization could acquire a second component inside the wall, it might go around the barrier instead of over it. The inequality says nothing about that case.

**Generalizing the well**

The route did not need the quartic form until the integrals were done. For any smooth W that vanishes at ±P0 and is positive everywhere else, the same steps give P′ = √(2W/g) and

σ = ∫ √(2gW) dP, from −P0 to P0.

The result also applies to two parabolas that meet in a cusp, W = |a|(P0 − |P|)², if P and P′ are kept continuous at P = 0. This well has the same minima and the same curvature 2|a| there as the quartic one. Then √(2gW) = √(2g|a|)(P0 − |P|), and the integral is

σ(parabolas) = √(2g|a|) P0².

For the quartic well, g/w = √(g|a|/2) = √(2g|a|)/2, so σ = (2/3)√(2g|a|)P0². The parabolic wall costs 3/2 times as much, although both have the same tail length ξ. Its barrier, |a|P0², is four times higher. The curvature of W at its minima, together with g, fixes the decay length of a wall's tail, but not the wall energy.

**Limits in the coefficients**

Halve |a| at fixed b and g. The width grows by √2, from 1.00 to 1.41 nm. The energy falls by 2^(3/2) = 2.83, from 33.3 to 11.8 mJ/m²: a factor 2 comes from P0² and a factor √2 from 1/w. A separate mesh minimization at the halved |a| gives the same energy.

As a → 0 from below, the wall spreads without limit and its energy vanishes as |a|^(3/2). If a is proportional to T − Tc, with b and g constant, then w varies as (Tc − T)^(−1/2) and σ as (Tc − T)^(3/2). These are mean-field laws for a continuous transition; close enough to Tc, fluctuations may invalidate them. If b is negative, the quartic energy has no lower bound, a sixth-order term is needed, and the profile must be found again from the general formula.

The coefficient b does not appear in w. Setting P = P0u turns the Euler–Lagrange equation into gu″ = |a|(u³ − u), from which b has dropped out. It sets how large the polarization is, not the distance over which it reverses.

As g → 0, both w and σ vanish as √g. The formula then describes a wall thinner than the lattice spacing, where a continuous P(x) has no meaning. The example lies on the continuum side of this boundary: with a lattice spacing of 0.4 nm, the distance 2w = 2 nm spans five unit cells. Putting the same energy on a mesh of that step lowers σ by about half a percent, which is the error of the 0.05 nm mesh, about 8×10⁻⁵ of σ, scaled by (0.4/0.05)² = 64. That shift is small, but it already exceeds the last digits quoted above. The further digits in the numerical output measure how well the mathematics has been solved. For a real crystal with such a thin wall, the continuum model itself would be the larger source of error.

Table of computed values

```
Input a = -2.00e+08 J m/C^2
Input b = 8.00e+08 J m^5/C^4
Input g = 1.00e-10 J m^3/C^2
Bulk polarization P0 = 0.5000 C/m^2
Barrier W(0) = 1.2500e+07 J/m^3
Wall width parameter w = 1.0000 nm
Distance 2w = 2.0000 nm
Slope at centre = 0.5000 C/m^2 per nm
Gradient energy (quadrature) = 16.6667 mJ/m^2
Local energy (quadrature) = 16.6667 mJ/m^2
Wall energy sigma (formula) = 33.3333 mJ/m^2
Wall energy sigma = 0.2081 eV/nm^2
Relaxed wall, mesh 0.05 nm = 33.3306 mJ/m^2
Relaxed wall, extrapolated = 33.3333 mJ/m^2
Largest profile difference / P0 = 1.4e-04 (no unit)
P at x = 0.5 nm: tanh 0.2311, relaxed 0.2311 C/m^2
P at x = 1.0 nm: tanh 0.3808, relaxed 0.3808 C/m^2
P at x = 2.0 nm: tanh 0.4820, relaxed 0.4820 C/m^2
P at x = 3.0 nm: tanh 0.4975, relaxed 0.4975 C/m^2
Tail decay length, formula w/2 = 0.5000 nm
Tail decay length, relaxed wall = 0.5005 nm
Slope 2% low: P turns back at 0.8950 P0
Slope 2% high: P reaches 2 P0 at x = 3.120 nm
Best linear ramp: half-width = 1.3693 nm
Best linear ramp: energy = 36.5148 mJ/m^2
Best linear ramp: energy / sigma = 1.0954 (no unit)
Trial error-function wall: energy = 34.3000 mJ/m^2
Trial overshooting wall: energy = 82.1887 mJ/m^2
Halved |a|: w = 1.4142 nm
Halved |a|: sigma (formula) = 11.7851 mJ/m^2
Halved |a|: sigma (relaxed) = 11.7851 mJ/m^2
```
